# Coulomb enhancement of recombination at contact and its loss with density

## 1. A number that screening does not explain

In a model electron-hole plasma of density \(10^{-3}\) Å\(^{-3}\), the screening length is 5.7 Å and the Bohr radius of an unscreened pair is 52.9 Å. This screening length is that of the degenerate gas. Screening at this length, with the relative motion kept Maxwellian, would still leave the density of electrons at a hole 41% above its uncorrelated value, to first order in the interaction. With the Fermi statistics of the carriers included, the excess is 15%. Screening starts the loss of Coulomb enhancement as density rises. Once the carriers are degenerate, screening strengthens only slowly with density. Fermi statistics then removes the excess faster, through higher relative momenta and Pauli blocking together.

The model has \(m_e=0.2\) and \(m_h=0.3\) electron masses, dielectric constant \(\varepsilon=12\), \(kT=0.025\) eV and equal densities \(n=p\). These are round parameters, not those of a material. The algebra uses atomic units, with \(\beta=1/kT\) and

\[
\mu=\frac{m_em_h}{m_e+m_h},\quad a=\frac{\varepsilon}{\mu},\quad
\ell=\sqrt{\frac{\beta}{2\mu}},\quad \gamma=\frac{\ell}{a}.
\]

Here \(a=52.9\) Å, \(\ell=35.6\) Å and \(\gamma=0.673\).

## 2. From the transition rate to contact densities

Consider phonon-assisted emission, as in an indirect-gap semiconductor. The phonon takes up momentum \(Q\), and the matrix element \(M\) is taken as constant. The part of the transition operator that acts on the carriers is

\[
T_Q=M\int d^3r\,e^{-iQ\cdot r}\psi_h(r)\psi_e(r).
\]

Let changes in plasma energy be small against the gap, so that the energy-conserving factor of the golden rule is the same for all final plasma states. Call it \(D\); it includes the photon states. The final plasma states then sum to unity. In a volume \(\Omega\), \(\sum_Q e^{iQ\cdot(r'-r)}=\Omega\,\delta(r-r')\), and the rate per volume is

\[
R=\frac{2\pi D}{\Omega}\sum_Q\langle T_Q^\dagger T_Q\rangle
=B_0\langle n_e(r)n_h(r)\rangle,\quad B_0=2\pi D\Omega|M|^2 .
\]

Since \(|M|^2\propto1/\Omega\), \(B_0\) does not depend on the volume.

For phonon-assisted Auger recombination with two electrons and a hole, \(\psi_h\psi_e\) is replaced by \(\psi_h\psi_\downarrow\psi_\uparrow\), and the fast final electron occupies an empty state. The same sum gives a rate proportional to \(\langle n_\uparrow n_\downarrow n_h\rangle\). Two electrons of equal spin in one band cannot meet at a point. Define

\[
g_{eh}=\frac{\langle n_en_h\rangle}{np},\qquad
g_{eeh}=\frac{4\langle n_\uparrow n_\downarrow n_h\rangle}{n^2p}.
\]

Then \(B=B_0g_{eh}\) and \(C_{eeh}=C_0g_{eeh}\). The process with two holes follows by exchanging the masses. The constants \(B_0\) and \(C_0\) are not calculated here.

The operators must have a range short against \(a\), \(\ell\) and, at high density, the inverse Fermi momentum. A direct transition without a phonon conserves momentum and is not local in this sense. In a dilute plasma its rate still acquires the factor \(g_{eh}\), because centre-of-mass and relative motion factorize. In a degenerate plasma that argument fails.

## 3. The dilute pair

At low fugacity, the contact density comes from the two-particle Boltzmann operator. The centre of mass contributes \([(m_e+m_h)/2\pi\beta]^{3/2}\), while the free densities contribute \((m_e/2\pi\beta)^{3/2}(m_h/2\pi\beta)^{3/2}\). Since \(m_em_h=\mu(m_e+m_h)\), the ratio is

\[
g_{eh}=\lambda^3\langle0|e^{-\beta h}|0\rangle,\quad
\lambda^3=\left(\frac{2\pi\beta}{\mu}\right)^{3/2}=8\pi^{3/2}\ell^3,
\]

where \(h=-\nabla^2/2\mu-e^{-\kappa r}/(\varepsilon r)\) and the spin and fugacity factors have cancelled.

Without screening, the hydrogen s states have \(|\psi_\nu(0)|^2=1/(\pi a^3\nu^3)\) and \(\beta E_\nu=-\gamma^2/\nu^2\). A scattering state of momentum \(k\) has the Sommerfeld factor \(z/(1-e^{-z})\), with \(z=2\pi/(ka)\). Putting \(x=k\ell\), so that \(z=2\pi\gamma/x\), gives

\[
g_{eh}=8\sqrt\pi\,\gamma^3\sum_{\nu=1}^{\infty}\frac{e^{\gamma^2/\nu^2}}{\nu^3}
+\frac4{\sqrt\pi}\int_0^\infty dx\,x^2e^{-x^2}\frac{z}{1-e^{-z}} .
\]

The two parts are 7.77 and 4.88, in total 12.65. Direct diagonalization of \(h\) gives the same value. Both parts belong to the contact density, and dropping the bound states would lose more than half of it.

For an implementation with screening, solve the radial s-wave problem in a box, with lengths in \(\ell\) and \(\int u^2dx=1\). Since \(|\psi(0)|^2=u'(0)^2/4\pi\), the result is \(g_{eh}=2\sqrt\pi\sum_j e^{-\beta E_j}u_j'(0)^2\).

## 4. Static screening and the weak-coupling law

Let a static potential \(\phi\) act on species \(i\) with charge \(q_i=\pm1\) and chemical potential \(\zeta_i\). Its density changes by \(-q_i\phi\,\partial n_i/\partial\zeta_i\), and its charge density by \(-\phi\,\partial n_i/\partial\zeta_i\). Poisson's equation away from the source becomes \(\nabla^2\phi=\kappa^2\phi\), with

\[
\kappa^2=\frac{4\pi}{\varepsilon}\sum_i\frac{\partial n_i}{\partial\zeta_i}
\;\longrightarrow\;\frac{4\pi\beta(n+p)}{\varepsilon}
\quad\text{(dilute)}.
\]

This neglects the momentum and frequency dependence of the response.

To first order in the interaction, the outgoing Green function gives the wave function at the origin. After the angular average of the incident wave,

\[
|\psi_k(0)|^2-1=\frac{4\mu}{\varepsilon k}\int_0^\infty dr\,
\frac{e^{-\kappa r}\cos kr\sin kr}{r}
=\frac2{ka}\arctan\frac{2k}{\kappa}.
\]

The last step uses \(\cos kr\sin kr=\tfrac12\sin2kr\). The normalized Maxwell weight is \((4\ell^3/\sqrt\pi)k^2e^{-\ell^2k^2}\). Integrating \(ke^{-\ell^2k^2}\) by parts, with vanishing end terms, gives for \(\delta_{eh}=g_{eh}-1\)

\[
\delta_{eh}=\frac{8\ell^3}{\sqrt\pi a}\,\frac{\kappa}{4\ell^2}
\int_0^\infty\frac{e^{-\ell^2k^2}}{k^2+\kappa^2/4}\,dk .
\]

To evaluate the integral, set \(b=\kappa/2\) and \(J(s)=\int_0^\infty e^{-s(k^2+b^2)}/(k^2+b^2)\,dk\). Then \(J'(s)=-\tfrac12\sqrt{\pi/s}\,e^{-sb^2}\) and \(J(\infty)=0\), so \(J(s)=(\pi/2b)\operatorname{erfc}(b\sqrt s)\). Multiplication by \(e^{\ell^2b^2}\) at \(s=\ell^2\) gives

\[
\boxed{\delta_{eh}=2\sqrt\pi\,\gamma\,\operatorname{erfcx}(\kappa\ell/2)},
\qquad \operatorname{erfcx}(y)=e^{y^2}\operatorname{erfc}(y).
\]

For weak screening this is \(2\sqrt\pi\gamma-2\gamma\kappa\ell\), to first order in \(\kappa\). For strong screening it tends to \(4/(\kappa a)\), an algebraic fall. The law was tested against the change of the diagonalized result at small coupling.

At zero density the first-order excess is 2.39, whereas the full excess is 11.65. At this coupling, \(\gamma=0.673\), first order is therefore not a substitute for diagonalization in the dilute plasma.

## 5. Three carriers at one point

The Boltzmann operator can be written as an average over paths in imaginary time. At triple contact, three free paths start and end at the same point. With

\[
A_{ij}=\frac1\varepsilon\int_0^\beta d\tau\,
\frac{e^{-\kappa r_{ij}(\tau)}}{r_{ij}(\tau)},\qquad
g_{eeh}=\left\langle e^{A_{\uparrow h}+A_{\downarrow h}-A_{\uparrow\downarrow}}\right\rangle .
\]

Each coordinate of path \(i\) has variance \(\tau(\beta-\tau)/(m_i\beta)\). The relative path of two carriers therefore has the variance of a single particle with their reduced mass. Expansion to first order adds the pair results:

\[
g_{eeh}-1\simeq2\delta_{eh}-|\delta_{ee}| .
\]

The electron pair uses \(\mu_{ee}=m_e/2\), \(\ell_{ee}=\sqrt{\beta/m_e}\) and \(a_{ee}=2\varepsilon/m_e\), hence \(\gamma_{ee}=0.615\).

In the weak-coupling limit without screening, \(\gamma_{ij}\propto\sqrt{\mu_{ij}}\). The Auger excess is positive when \(2\sqrt\mu>\sqrt{m_e/2}\), that is, \(8m_h>m_e+m_h\), or \(m_e<7m_h\). For heavier electrons repulsion wins in this limit and the Auger coefficient is suppressed. With strong screening and Maxwell motion, \(\delta_{ij}\propto\mu_{ij}\), and the condition becomes \(2\mu>m_e/2\), or \(m_e<3m_h\). At weak coupling, the sign of the Auger excess thus depends on the mass ratio as well as on the charges. At stronger coupling, fluctuations of the action raise \(g_{eeh}\), and enhancement can persist beyond these mass ratios.

Beyond first order, a common closure is the product \(g_{eh}^2g_{ee}\). At zero density it gives 20.0, while path sampling with 80 time slices gives \(17.93\pm0.08\). This error is statistical only: refining to 320 slices raises the value by about 0.15, to about 18.1. The product is therefore about 11% too high. The sampled values in Section 6 use the same 80 slices. It omits the correlation between pair actions that share a carrier.

The average of an exponential is at least the exponential of the average. Since the mean action is the first-order excess, \(g_{eh}\ge e^{\delta_{eh}}\) in the dilute two-body model. At zero density the bound is \(e^{2.387}=10.9\), below the value 12.65.

## 6. How the dilute factors fall

For distances small against \(1/\kappa\), \(e^{-\kappa r}/r\simeq1/r-\kappa\). Each attractive action is lowered by the constant \(\beta\kappa/\varepsilon=2\gamma\kappa\ell\). At triple contact two attractions lose this amount and one repulsion returns it. The net loss equals that of a single pair:

\[
\frac{g_{eh}(\kappa)}{g_{eh}(0)}\simeq
\frac{g_{eeh}(\kappa)}{g_{eeh}(0)}\simeq e^{-2\gamma\kappa\ell}.
\]

This holds at any coupling within the dilute model, provided screening is weak. In the example \(2\gamma\ell=48.0\) Å. At \(10^{-9}\) Å\(^{-3}\) the Debye length is 910.5 Å and the factor is \(e^{-48.0/910.5}=0.949\). It predicts 12.00 and 17.01; the calculated values are 12.01 and \(17.03\pm0.07\).

At \(10^{-7}\) Å\(^{-3}\) the Debye length is 91.0 Å and the factor is 0.590. The calculated ratios are \(8.018/12.646=0.634\) and \(11.25/17.93=0.627\). The constant shift now overstates the loss, but the radiative and Auger factors still fall nearly together.

The dilute treatment also requires few bound pairs. For the lowest pair state, with binding energy \(b\) in units of \(kT\), the law of mass action gives a ratio of bound pairs to free electrons of \(p\lambda^3e^b\). This gauge is 0.027 at \(10^{-8}\) Å\(^{-3}\) and 0.22 at \(10^{-7}\) Å\(^{-3}\). At the higher density the pair is bound by only about 0.1 \(kT\), so the gauge is a warning and not an error estimate. The density correction to the last dilute row is not calculated.

## 7. Fermi statistics at high density

For a degenerate plasma, keep the statically screened interaction \(V_q=-4\pi/[\varepsilon(q^2+\kappa^2)]\) to first order. Perturbation theory for the thermal average gives

\[
\langle n_en_h\rangle^{(1)}=-\int_0^\beta d\tau\,
\langle V(\tau)\,n_e(r)n_h(r)\rangle_c .
\]

The free species are independent, so the average factorizes into density correlations of each species. Terms with one uniform factor contain only the \(q=0\) interaction and vanish by neutrality. Interactions within one species change only that species' density, which is held fixed. With \(S_i(q,\tau)\) the density correlation per volume and \(s_i=S_i/n_i\),

\[
\delta_{eh}=-\int_0^\beta d\tau\int\frac{d^3q}{(2\pi)^3}
V_q\,s_e(q,\tau)s_h(q,\tau).
\]

The same argument for three species again adds the pairs. For the electron pair \(V_q\) changes sign, and each spin has the same \(s_e\).

For a free gas with Fermi function \(f\),

\[
S(q,\tau)=2\int\frac{d^3k}{(2\pi)^3}f_k(1-f_{k+q})e^{-\tau\omega},
\quad\omega=E_{k+q}-E_k .
\]

In the dilute limit the Gaussian average over \(k\) gives \(s=\exp[-q^2\tau(\beta-\tau)/(2m\beta)]\). The product \(s_es_h\) is then the Fourier transform of the relative path distribution in Section 5, so the dilute law returns. This limit was tested.

In general, let \(k_z\) lie along \(q\) and put \(p_z=k_z+q/2\), so that \(\omega=qp_z/m\). Use

\[
f(E)[1-f(E+\omega)]=\frac{f(E)-f(E+\omega)}{1-e^{-\beta\omega}}
\]

and \(d^2k_\perp=2\pi m\,dE\). With \(L(x)=\ln(1+e^x)\), the energy integral is \(\int_{E_0}^\infty f\,dE=L(\beta\zeta-\beta E_0)/\beta\). Folding negative \(p_z\) onto positive \(p_z\) gives

\[
S=\frac{m}{2\pi^2\beta}\int_0^\infty dp_z\,
\frac{e^{-\tau\omega}+e^{-(\beta-\tau)\omega}}{1-e^{-\beta\omega}}(L_--L_+),
\]

\[
L_\pm=L\!\left[\beta\zeta-\frac{\beta(p_z\pm q/2)^2}{2m}\right].
\]

The high-density exponent follows by scaling. At fixed temperature and increasing Fermi momentum \(k_F\), put \(q=k_Fx\) and \(\tau=mt/k_F^2\). The correlations \(s_i\) become functions of \(x\), \(t\) and the mass ratio. The unscreened integral contributes \(m/k_F^2\) from \(d\tau\) and \(k_F\) from \(d^3q/q^2\). Hence

\[
\delta_{eh}\propto\frac{m}{\varepsilon k_F}\propto n^{-1/3}.
\]

The calculated exponent of the unscreened excess between \(10^{-3}\) and \(10^{-2}\) Å\(^{-3}\) is \(-0.335\). In this regime \(\partial n/\partial\zeta\propto k_F\), so \(\kappa\propto n^{1/6}\), and screening with Maxwell motion would give only \(4/(\kappa a)\propto n^{-1/6}\). Fermi statistics therefore wins. Also \(\kappa/k_F\to0\): screening becomes ineffective at the momenta that determine contact.

At low density the order is reversed. Screening enters through \(\kappa\propto\sqrt n\), while the first Pauli correction is proportional to fugacity and hence to \(n\). The first-order excess shows both regimes. The column "Screening" is the boxed law, with Maxwell motion but with \(\kappa\) from the Fermi-gas \(\partial n/\partial\zeta\); "Fermi statistics" sets \(\kappa=0\) and keeps both the Fermi momenta and Pauli blocking. The choice of \(\kappa\) matters: the classical Debye length at \(10^{-3}\) Å\(^{-3}\) would be 0.91 Å and would give \(4/(\kappa a)=0.07\), but it does not apply to a degenerate gas.

| \(n\) (Å\(^{-3}\)) | Screening | Fermi statistics | Both |
|---|---:|---:|---:|
| \(10^{-7}\) | 1.94 | 2.36 | 1.92 |
| \(10^{-5}\) | 0.83 | 1.11 | 0.60 |
| \(10^{-3}\) | 0.41 | 0.17 | 0.15 |

The columns for screening and Fermi statistics cross at \(2.6\times10^{-5}\) Å\(^{-3}\), or \(2.6\times10^{19}\) cm\(^{-3}\). This is a crossing of first-order curves at an excess of 0.7, which is not small. Diagonalizing the screened pair at the same \(\kappa\) gives 1.11 there, and it gives 1.43 and 0.53 in place of 0.83 and 0.41 in the table. The crossing density is therefore only an indication of where the regime changes. The first-order Auger excess with both effects is 0.17 at \(10^{-3}\) Å\(^{-3}\). At this density and zero temperature, replacing the constant \(\kappa\) by the momentum- and frequency-dependent random-phase response raises the pair excess from 0.147 to 0.156.

Fermi statistics acts in two ways: it raises the relative momenta, and it blocks occupied intermediate states. Without screening or blocking, the first-order pair result of Section 4 is \(\pi/(ka)\), where \(k=|m_h\mathbf k_e-m_e\mathbf k_h|/(m_e+m_h)\). Its average over two filled Fermi spheres at \(10^{-3}\) Å\(^{-3}\) is 0.44. With blocking the excess is 0.17, so Pauli blocking is an essential part of the loss.

## 8. Use in a lifetime model

A lifetime model can multiply the uncorrelated recombination coefficients by factors that depend on carrier density. The contact densities supply such factors:

1. In the dilute range, calculate \(\kappa\) from \(n+p\), diagonalize the screened pair for \(g_{eh}\), and sample three paths for \(g_{eeh}\). The product closure is cheaper, with the error found above for this example.
2. At high density, use the first-order Fermi-gas integral where the excess is small. Second-order terms are not calculated. Use as a rate factor also requires Fermi energies small against the gap. In the example the electron and hole Fermi energies sum to 0.14 eV at \(10^{-5}\) Å\(^{-3}\), but to 3.0 eV at \(10^{-3}\) Å\(^{-3}\). At the higher density the result is a contact density, not a rate factor. The first-order excess is 0.60 at \(10^{-5}\) Å\(^{-3}\) and still 0.29 at \(10^{-4}\) Å\(^{-3}\), where the Fermi energies sum to 0.65 eV. For a gap near 1 eV the two conditions hardly overlap in this example.
3. Between these ranges, any smooth join is an interpolation. At \(10^{-7}\) Å\(^{-3}\) the full dilute pair excess is 7.0 and the first-order value is 1.9, so the two curves cannot simply be spliced there.
4. If the coefficient was fitted at low density, it already contains the enhancement. Multiply it by \(g(n)/g(0)\), not by \(g(n)\).

For doped material, fixed dopants supply neutrality and \(n\neq p\). The dilute factors then depend on the carrier densities through \(n+p\) in \(\kappa\).

The numbers above are not those of a material. Several valleys, anisotropic masses, dynamic screening, the finite range of the recombination operators and the density dependence of \(B_0\) and \(C_0\) are left out. A falling factor is supported for this example; one universal curve is not, since masses, temperature and dielectric constant all enter. The numerical output gives the remaining densities and intermediate values.

## Calculated quantities

```
electron, hole mass (electron masses): 0.2, 0.3
reduced mass (electron masses): 0.120
dielectric constant: 12.0; kT: 0.025 eV
pair Bohr radius a: 52.92 angstrom
pair binding energy, unscreened: 0.01134 eV
thermal length l: 35.64 angstrom
coupling gamma, e-h and e-e: 0.6734, 0.6148
unscreened g_eh, bound part: 7.767
unscreened g_eh, scattering part: 4.878
unscreened g_eh, sum / diagonalized: 12.6457 / 12.6457
unscreened first-order e-h excess: 2.3873
Dilute plasma, full correlation (n in angstrom^-3):
n | g_eh | g_ee | g_eeh +- error | product | fugacity gauge
0e+00 | 12.646 | 0.1253 | 17.93 +- 0.08 | 20.03 | 0.0000
1e-10 | 12.438 | 0.1274 | 17.64 +- 0.08 | 19.70 | 0.0003
1e-09 | 12.006 | 0.1319 | 17.03 +- 0.07 | 19.02 | 0.0030
1e-08 | 10.788 | 0.1465 | 15.29 +- 0.07 | 17.05 | 0.0274
1e-07 | 8.018 | 0.1934 | 11.25 +- 0.05 | 12.44 | 0.2235
Debye length (angstrom) at the nonzero densities:
2879.2, 910.5, 287.9, 91.0
First-order e-h excess and Auger (eeh) excess:
n (angstrom^-3) | screening only | Fermi only | both | Auger
1e-07 | 1.9420 | 2.3553 | 1.9204 | 2.1254
1e-06 | 1.3734 | 2.1053 | 1.2722 | 1.4539
1e-05 | 0.8325 | 1.1078 | 0.6048 | 0.7150
1e-04 | 0.5778 | 0.3923 | 0.2895 | 0.3397
1e-03 | 0.4102 | 0.1729 | 0.1469 | 0.1718
electron chemical potential/kT at these densities:
-3.04, -0.59, 3.11, 15.66, 72.92
screening length (angstrom) at these densities:
91.63, 30.54, 13.24, 8.36, 5.68
density exponent of Fermi-only excess, 1e-3 to 1e-2: -0.3351
Fermi motion overtakes screening at: 2.58e-05 angstrom^-3
the same density: 2.58e+19 cm^-3
```
